# The Gibbs Adsorption Equation for Dopants and Surfactants on Crystals, part 2

How do the surface coverage and surface free energy of a crystal depend on its dissolved solute? The host is A and the solute B, with chemical potentials $\mu_i$; $T$ is temperature, $k$ the Boltzmann constant and $P$ the pressure. The surface free energy $\gamma$ is the excess grand potential per area, $\Gamma_i$ is the excess number of species $i$ per area relative to a dividing plane, and $\Delta\rho_i$ is the crystal density minus the vapour density. Along coexistence, at fixed orientation and lateral lattice,

$$
\boxed{\;
\Gamma_{\rm rel}\equiv\Gamma_B-\Gamma_A\frac{\Delta\rho_B}{\Delta\rho_A}
=-\left(\frac{\partial\gamma}{\partial\mu_B}\right)_T\;} \tag{7}
$$

The relative excess $\Gamma_{\rm rel}$ does not depend on the choice of plane. A change of lateral strain adds $2(\tau-\gamma)d\epsilon$ to $d\gamma$, where $\tau$ is the surface stress.

In the substitutional crystal treated here, every site holds A or B. The outermost layer has $n_s$ sites per area and solute fraction $\theta$; all deeper layers have the bulk fraction $x$. Vapour densities and pressure are neglected. Then

$$
\Gamma_{\rm rel}
=n_s(\theta-x)\left(1+\frac{x}{1-x}\right)
=n_s\frac{\theta-x}{1-x}. \tag{10}
$$

The independent-site result of Part 1, for an inert host whose sites are empty or hold one solute atom at energy $-\varepsilon$, is $\gamma-\gamma_0=n_skT\ln(1-\theta)$, with $1-\theta=1/z$ and $z=1+e^{(\mu+\varepsilon)/kT}$. There $\mu$ is the solute chemical potential and $\gamma_0$ belongs to the empty surface.

The computed values at the end also cover an earlier example, a mean-field lattice gas on a simple cubic lattice whose sites hold A, B or a vacancy, with appreciable vapour. Its attractions are $J_{AA}=1$, $J_{AB}=0.6$ and $J_{BB}=0.4$, in units of the AA bond, and $kT=0.7$. "Plane 15" and "plane 16" are dividing planes after layer 15 and one layer further out. The slope with $kT$ rising equally with $\mu_B$ contains an entropy term as well as the adsorption.

### Free energy and isotherm

Treat the bulk as an ideal mixture:

$$
\mu_A=\mu_A^0+kT\ln(1-x),\qquad
\mu_B=\mu_B^0+kT\ln x .
$$

The constant $\mu_B^0$ refers to B dissolved in the host. Moving a B atom from the bulk to an otherwise pure A surface, in exchange for an A atom, lowers the energy by $E$. Surface solutes repel each other with mean energy $w\theta^2/2$ per site. The free energy of the surface layer per site is then

$$
\frac{\gamma_0}{n_s}+(1-\theta)\mu_A^0+\theta(\mu_B^0-E)+\frac w2\theta^2
+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)],
$$

where $\gamma_0$ belongs to the pure host. Subtract $(1-\theta)\mu_A+\theta\mu_B$. The constants $\mu_i^0$ cancel and leave

$$
\begin{aligned}
\frac{\gamma(\theta)-\gamma_0}{n_s}
={}&kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]-E\theta+\frac w2\theta^2\\
&-kT[\theta\ln x+(1-\theta)\ln(1-x)]. 
\end{aligned}\tag{11}
$$

The deeper layers contribute nothing, since their grand potential is $-P$ times their volume and $P$ is neglected. Setting the derivative with respect to $\theta$ to zero gives

$$
kT\ln\frac{\theta}{1-\theta}
=kT\ln\frac{x}{1-x}+E-w\theta . \tag{12}
$$

The second derivative of (11) is $kT/[\theta(1-\theta)]+w$. It is positive for repulsion, $w>0$, so there is one solution and it is a minimum. For sufficiently strong attraction, $w<-4kT$, the second derivative is negative near $\theta=1/2$, and the mean-field surface can have two competing coverages.

To obtain the equilibrium free energy, collect the terms of (11) proportional to $\theta$:

$$
\frac{\gamma-\gamma_0}{n_s}
=kT\ln\frac{1-\theta}{1-x}
+\theta\left[kT\ln\frac{\theta}{1-\theta}-kT\ln\frac{x}{1-x}-E\right]
+\frac w2\theta^2 .
$$

By (12), the square bracket equals $-w\theta$. Hence

$$
\gamma-\gamma_0=n_s\left[kT\ln\frac{1-\theta}{1-x}-\frac w2\theta^2\right]. \tag{13}
$$

The minus sign before the repulsion does not mean that repulsion favours adsorption. At fixed $x$ it also reduces $\theta$, and (11) shows that its direct energy cost is positive.

The adsorption equation can be recovered from (11). At its minimum, the change of $\theta$ contributes nothing at first order. Since $d\mu_B=kT\,d\ln x$ and $d\ln(1-x)/d\ln x=-x/(1-x)$,

$$
-\frac{d\gamma}{d\mu_B}
=n_s\left[\theta-(1-\theta)\frac{x}{1-x}\right]
=n_s\frac{\theta(1-x)-x+\theta x}{1-x}
=n_s\frac{\theta-x}{1-x},
$$

in agreement with (10).

For $w=0$, $x\ll1$ and $e^{E/kT}\gg1$, so that also $x\ll\theta$, (12) gives $1/(1-\theta)=1+x e^{E/kT}$, and (13) reduces to the independent-site result of Part 1. For $E=w=0$, the surface has the bulk composition and neither an excess nor a change of $\gamma$.

### Numbers for a case like antimony on Si(001)

The following parameters are rough typical values: $T=900$ K, lattice constant $a=0.543$ nm, $E=1.20$ eV and $w=0.20$ eV. An unreconstructed (001) layer has two sites per $a^2$, so $n_s=2/a^2=6.783\ \mathrm{nm^{-2}}$. The thermal energy is $kT=0.07756$ eV.

At $x=10^{-6}$, or $5.0\times10^{16}\ \mathrm{cm^{-3}}$, the solution of (12) is $\theta=0.556$. Both sides can be compared in units of $kT$:

$$
\ln\frac{0.5558}{0.4442}=0.224,
\qquad
-13.816+\frac{1.20-0.20\times0.5558}{0.07756}=0.223 .
$$

The difference is due to rounding. Equation (10) gives $\Gamma_{\rm rel}=6.783\times0.5558=3.77\ \mathrm{nm^{-2}}$, and (13) gives

$$
\begin{aligned}
\gamma-\gamma_0
&=6.783\,[0.07756\ln(0.4442)-0.10(0.5558)^2]\\
&=6.783\,(-0.0629-0.0309)=-0.636\ \mathrm{eV/nm^2},
\end{aligned}
$$

or $-0.102\ \mathrm{J/m^2}$. At fixed temperature and model parameters, the dependence on bulk fraction is:

| $x$ | $\theta$ | $\Gamma_{\rm rel}$ (nm$^{-2}$) | $\gamma-\gamma_0$ (eV/nm$^2$) |
|---|---|---|---|
| $10^{-8}$ | 0.045 | 0.303 | $-0.025$ |
| $10^{-7}$ | 0.226 | 1.535 | $-0.170$ |
| $10^{-6}$ | 0.556 | 3.770 | $-0.636$ |

The integral $-\int\Gamma_{\rm rel}d\mu_B$ from the first row to the last is $-0.610983\ \mathrm{eV/nm^2}$. The difference of the free energies from (13) has the same printed value.

A finite difference yields an average excess, not the excess at either end. Between the last two rows, $\Delta\mu_B=kT\ln10=0.1786$ eV and $\Delta\gamma=-0.4666\ \mathrm{eV/nm^2}$. Their ratio gives $2.61\ \mathrm{nm^{-2}}$, while the end values are 1.54 and 3.77. The average is close to the excess at the logarithmic midpoint of the step, $x=10^{-6.5}$, which is $2.59\ \mathrm{nm^{-2}}$. One decade lower the agreement is poorer: the average is 0.81 and the midpoint value 0.75. A slope taken over a decade is therefore better assigned to the midpoint than to either end, but the assignment is approximate. In the dilute limit, where $\Gamma_{\rm rel}\propto x$, the average exceeds the midpoint value by the factor $9/(\sqrt{10}\,\ln10)=1.24$.

### An ionized donor

The formula $\mu_B=\mu_B^0+kT\ln x$ treats the dopant as a neutral solute. A dissolved donor releases an electron, and returning a neutral atom to the surface requires both the ion and the electron. Count electrons net of holes, and include those bound to neutral dopants. Their excess then equals that of all dopant atoms, ionized and neutral together, because the interface region is neutral overall, and the potential conjugate to the atom is the sum of the two chemical potentials.

Assume complete ionization, nondegenerate carriers and no other dopants. For donor density $N$, intrinsic density $n_i$ and electron density $n_i e^u$, charge neutrality reads

$$
n_i e^u-n_i e^{-u}=N,
\qquad
u=\operatorname{arsinh}r,\qquad r=\frac{N}{2n_i}.
$$

The electron adds $kTu$ to $\mu_B$, apart from a constant. As $N$ is proportional to $x$,

$$
\frac{d\mu_B}{d(kT\ln x)}
=1+\frac{du}{d\ln N}
=1+\frac{r}{\sqrt{1+r^2}}. \tag{14}
$$

The measured slope $-d\gamma/d(kT\ln x)$ equals $\Gamma_{\rm rel}$ times this factor. The factor tends to 1 for $N\ll n_i$ and to 2 for $N\gg n_i$, as long as the donors stay ionized and the carriers nondegenerate. For antimony in silicon at 900 K the range in which both $N\gg n_i$ and complete ionization hold is narrow. With a single donor level 0.043 eV deep, spin degeneracy 2, a conduction-band density of states of $1.6\times10^{20}\ \mathrm{cm^{-3}}$ and the $n_i$ used below, the factor is about 1.86 at $N=3\times10^{18}\ \mathrm{cm^{-3}}$ and has fallen to 1.73 at $10^{19}\ \mathrm{cm^{-3}}$, where 15% of the donors are neutral and (14) no longer applies. In the second limit, neglecting the electron would double the inferred excess.

With the rough value $n_i=4\times10^{17}\ \mathrm{cm^{-3}}$ at 900 K, the example has $r=0.0625$ and a factor of 1.062. Ignoring it would overestimate the excess by 6.2% relative to the correct value. The shift of $\mu_B$ is 0.0048 eV; taking the surface dopant as neutral and neglecting band bending, it raises $\theta$ from 0.556 to 0.565.

### Other errors in the equilibrium model

The coverage depends strongly on the segregation energy. At $x=10^{-6}$, with $T$ and $w$ fixed, lowering $E$ by 0.10 eV gives $\theta=0.362$; raising it by 0.10 eV gives 0.739. The coverage thus moves by about a third of its original value in either direction.

Mean field neglects lateral correlations. On a square surface lattice, a pair repulsion of $w/4=0.05$ eV gives the same mean energy, because there are two bonds per site. Summing all configurations of an infinitely long strip, eight sites around, gives $\theta=0.552$ and $\gamma-\gamma_0=-0.650\ \mathrm{eV/nm^2}$. Strips six and eight sites around agree within $10^{-3}$ in coverage and within $10^{-3}\ \mathrm{eV/nm^2}$ in free energy. Relative to the wider strip, mean field makes the lowering 2.1% too small in magnitude. The sign follows from the variational principle: the true distribution minimizes the grand potential, and mean field searches among distributions of independent sites alone.

A free crystal also changes its lattice constant. With a rough linear dilation of 0.2 per unit solute fraction, $x=10^{-6}$ gives a strain of $2\times10^{-7}$. For $\tau-\gamma=1\ \mathrm{J/m^2}$, the stress term is $4\times10^{-7}\ \mathrm{J/m^2}$, negligible beside the adsorption effect. At a rough vapour pressure of $10^{-8}$ Torr, the vapour density is $2\times10^{-9}$ of the bulk solute density, so omitting the vapour in (10) is justified here.

### Use during epitaxial growth

The Si(001) surface reconstructs, and the binding energies of antimony on it depend on the structure. The single site type and constant $E$ do not describe that structure. The most serious departure, however, is that a growing crystal does not equilibrate through its bulk. With a rough diffusion prefactor of $0.2\ \mathrm{cm^2/s}$ and barrier of 3.65 eV, the length $\sqrt{Dt}$ after one hour is 0.016 nm, less than one layer spacing. Moreover, the solute held by the surface at $x=10^{-6}$ equals that in 75 µm of bulk. A thin film cannot supply it at constant $x$; the solute must be supplied from outside.

The equilibrium formula can still serve as an approximation for exchange between the surface and the layer just beneath it. At a growth rate of 0.1 nm/s, a layer of thickness $a/4$ takes 1.36 s. An attempt rate of $10^{13}\ \mathrm{s^{-1}}$ and an exchange barrier of 1.8 eV, both rough, give about 1100 exchanges in that time, before allowing for occupied sites. With a desorption barrier of 3.0 eV, the lifetime of a surface atom is $6.3\times10^3$ s, or some 4600 layer times. In this model, exchange is fast and desorption slow on the scale of one layer. The value of $E$ for the adjacent layer may differ from the bulk value used above. When the outside supply sets the coverage, an error in $E$ falls on the buried fraction: by (12), at fixed $\theta$ and small $x$, a change of 0.10 eV alters $x$ by a factor $e^{0.10/0.07756}=3.6$.

Local equilibrium is lost on cooling. At the same growth rate and barrier, one exchange per layer time remains when $e^{1.8\,\mathrm{eV}/kT}=1.36\times10^{13}$. The logarithm is 30.2, so

$$
T=900\ \mathrm K\times\frac{1.8}{0.07756\times30.2}\approx690\ \mathrm K .
$$

Near this temperature exchange begins to freeze out: about half of the solute still moves up within one layer time. Equilibrium is lost at a higher temperature. At 750 K about 11 exchange times fit into one layer time. Even if every exchange carried solute upward, a covered layer with $\theta=0.556$ would keep a fraction of about $0.556\,e^{-11}\approx10^{-5}$, whereas (12) requires $6\times10^{-8}$ at this coverage and temperature. Occupied sites in the new layer block exchange. A two-layer rate equation with this blocking, the same upward barrier and a downward rate fixed by (12) leaves about $2\times10^{-3}$ at 750 K and still reproduces (12) at 800 K. In this single-barrier model, well below 690 K the surface layer is buried before it can exchange. The model omits exchange at moving steps and other low-barrier paths, so a real film can segregate more at low temperature than it predicts. In the limit of no exchange, the buried layer keeps $\theta\approx0.56$ instead of the equilibrium value at 900 K, $x=10^{-6}$, a difference of more than five orders of magnitude. The slope of an equilibrium surface free energy then no longer predicts incorporation, and rate equations for exchange are required.

For implementation, the quantities should be matched before a slope is interpreted: one temperature, one surface structure, one lateral lattice, and the chemical potential of the neutral dopant. The composition used must be that of the region actually exchanging atoms with the surface. The numerical output lists most of the intermediate values for the examples.

## Computed values

```
LATTICE GAS: energy unit = AA bond, area unit = one site
kT = 0.70 bond; AA,AB,BB = 1.0,0.6,0.4 bond
mu_B -2.6 bond: mu_A -3.02653 bond, gamma 0.361160 bond/site
  relative excess 0.100767, -dgamma/dmu_B 0.100767 atoms/site
mu_B -2.4 bond: mu_A -3.03647 bond, gamma 0.337463 bond/site
  relative excess 0.138346, -dgamma/dmu_B 0.138346 atoms/site
  solid A,B 0.88926,0.08974; vapour A,B 0.01744,0.03819 atoms/site
  plane 15: Gamma_A,B -0.08725,0.13319 atoms/site
  plane 16: Gamma_A,B -0.95908,0.08164 atoms/site
  slope if kT rises equally with mu_B: 0.90160 atoms/site
mu_B -2.2 bond: mu_A -3.05085 bond, gamma 0.304783 bond/site
  relative excess 0.191562, -dgamma/dmu_B 0.191562 atoms/site
SURFACE EXAMPLE: rough Sb/Si(001) parameters
T 900 K, kT 0.07756 eV, lattice 0.543 nm
sites 6.7831 nm^-2, E 1.20 eV, w 0.20 eV
x 1e-08: N 4.997e+14 cm^-3, theta 0.04465
  Gamma_rel 0.30289 nm^-2; gamma change -0.02538 eV/nm^2 = -0.00407 J/m^2
x 1e-07: N 4.997e+15 cm^-3, theta 0.22634
  Gamma_rel 1.53530 nm^-2; gamma change -0.16975 eV/nm^2 = -0.02720 J/m^2
x 1e-06: N 4.997e+16 cm^-3, theta 0.55576
  Gamma_rel 3.76982 nm^-2; gamma change -0.63637 eV/nm^2 = -0.10196 J/m^2
change from x=1e-8 to 1e-6: integral -0.610983, free energies -0.610983 eV/nm^2
NEGLECTED EFFECTS at x=1e-6
correlated strip: theta 0.55195, gamma change -0.64996 eV/nm^2
donor ionization: n_i 4.0e+17 cm^-3, mu shift 0.00484 eV
  dmu/d(kT ln x) 1.06234, theta with shift 0.56517
E -0.10/+0.10 eV: theta 0.36214/0.73901
free-crystal strain 2.0e-07; stress term for tau-gamma 1.0 J/m^2: 4.0e-07 J/m^2
vapour at 1e-08 Torr: 1.07e+08 cm^-3; ratio to bulk solute 2.1e-09
bulk diffusion: prefactor 0.2 cm^2/s, barrier 3.65 eV, length in 1 h 0.0162 nm
growth 0.1 nm/s: layer time 1.357 s
attempt rate 1e+13 s^-1; exchange barrier 1.8 eV, exchanges/layer 1130.3
desorption barrier 3.0 eV, lifetime 6.30e+03 s
bulk thickness holding the surface solute: 75.44 micrometre
```
